\section*{Median switching field under a linear ramp with Merz-law hazard}

\section{Definitions and conventions}

A ferroelectric film is divided into many identical regions, all polarized against the field to be applied. Each region switches once, independently of the others, and does not switch back. Its hazard, the probability per unit time of switching if it has not yet done so, depends on the instantaneous field alone:
\begin{equation}
h(E)=\frac{1}{\tau_0}\,e^{-E_a/E}\quad(E>0),\qquad h(E)=0\quad(E\le 0).
\label{eq:hazard}
\end{equation}
Here $E_a$ is the activation field and $\tau_0$ is the mean waiting time that the law approaches at very high field. At constant field this is Merz's law for the waiting time. The field is a linear ramp, $E=rt$ with $r>0$. Starting the ramp at a negative field changes nothing, because no hazard accumulates there.

Let $S(E)$ be the probability that a region is still unswitched at field $E$. The median switching field $E_m$ is defined by $S(E_m)=1/2$. For a large number of equal-area regions it is the field at which half the area has switched. Two dimensionless quantities will be used:
\begin{equation}
u=\frac{E_a}{E_m},\qquad L=\ln\frac{E_a}{r\tau_0\ln 2}.
\label{eq:uL}
\end{equation}
A slow ramp means $r\tau_0\ll E_a$, so that $L$ is large. The result to be derived is
\begin{equation}
u+2\ln u=L+O(1/u).
\label{eq:result}
\end{equation}

Both derivations start from the survival law. In a time $dt$ the unswitched fraction falls by $hS\,dt$, and $dt=dE/r$. Hence $d\ln S/dE=-h/r$, and with $S(0)=1$
\begin{equation}
-\ln S(E)=\Lambda(E)=\frac{1}{r\tau_0}\int_0^E e^{-E_a/x}\,dx .
\label{eq:Lambda}
\end{equation}
The median condition is $\Lambda(E_m)=\ln 2$. Since $\Lambda$ increases continuously from zero to infinity, it has one solution.

\section{First derivation: the exponential integral}

\subsection{The exact equation}

Integrate by parts, using $d(e^{-E_a/x})/dx=(E_a/x^2)e^{-E_a/x}$. The boundary term vanishes at $x=0$, so
\begin{equation}
\int_0^E e^{-E_a/x}dx=E e^{-E_a/E}-E_a\int_0^E\frac{e^{-E_a/x}}{x}\,dx .
\end{equation}
Put $y=E_a/x$. Then $dx/x=-dy/y$, and the limits $0$ and $E$ become $\infty$ and $E_a/E$. Reversing the limits removes the minus sign, and the last integral is
\begin{equation}
\int_{E_a/E}^{\infty}\frac{e^{-y}}{y}\,dy=E_1(E_a/E).
\end{equation}
Setting $\Lambda(E_m)=\ln2$ gives the exact median equation
\begin{equation}
E_m e^{-E_a/E_m}-E_aE_1(E_a/E_m)=r\tau_0\ln2 .
\label{eq:exact}
\end{equation}

The two terms on the left nearly cancel when $u$ is large. To combine them, define $E_2(u)=\int_1^\infty e^{-ut}t^{-2}dt$. Integration by parts gives
\begin{equation}
E_2(u)=\left[-\frac{e^{-ut}}{t}\right]_1^\infty-u\int_1^\infty\frac{e^{-ut}}{t}dt=e^{-u}-uE_1(u).
\end{equation}
Dividing \eqref{eq:exact} by $E_a$ therefore yields
\begin{equation}
\frac{E_2(u)}{u}=e^{-L}.
\label{eq:E2}
\end{equation}

\subsection{The slow-ramp limit and its error}

Substitute $t=1+s/u$ in the integral for $E_2$, so that $dt=ds/u$:
\begin{equation}
E_2(u)=\frac{e^{-u}}{u}J(u),\qquad
J(u)=\int_0^\infty\frac{e^{-s}}{(1+s/u)^2}\,ds .
\label{eq:J}
\end{equation}
Equation \eqref{eq:E2} becomes $e^{-u}J/u^2=e^{-L}$. Its negative logarithm is
\begin{equation}
u+2\ln u-\ln J(u)=L .
\label{eq:log}
\end{equation}

The integrand in $J$ is smaller than $e^{-s}$ for $s>0$, so $J<1$. The function $(1+s/u)^{-2}$ is convex in $s$, and $s$ has mean one under the weight $e^{-s}$. Jensen's inequality then gives $J\ge(1+1/u)^{-2}$. Together,
\begin{equation}
0<-\ln J\le2\ln(1+1/u)<\frac2u .
\label{eq:Jbound}
\end{equation}
This proves \eqref{eq:result}.

Let $v$ be the root of the leading equation $v+2\ln v=L$. Exponentiation gives $v^2e^v=e^L$. Taking the positive square root and dividing by two gives $(v/2)e^{v/2}=\frac12e^{L/2}$, hence
\begin{equation}
v=2W\!\left(\tfrac12e^{L/2}\right),
\end{equation}
where $W$ is the principal Lambert function. Subtracting \eqref{eq:log} from the equation for $v$ gives
\begin{equation}
(v-u)+2\ln(v/u)=-\ln J(u)>0 .
\end{equation}
The left side increases with $v$ and vanishes at $v=u$, so $v>u$. Both terms are then positive, and $v-u<2/u$. Relative to the exact median, the field $E_a/v$ is too low by
\begin{equation}
1-\frac{u}{v}=\frac{v-u}{v}<\frac{2}{uv}<\frac{2}{u^2}.
\label{eq:error}
\end{equation}

For the next order, expand $(1+s/u)^{-2}=1-2s/u+3s^2/u^2+O(s^3/u^3)$ and use $\int_0^\infty s^ne^{-s}ds=n!$. This gives $J=1-2/u+6/u^2+O(u^{-3})$. The second-order coefficient of $\ln J$ is $6-\frac12(2)^2=4$, so
\begin{equation}
u+2\ln u+\frac2u-\frac4{u^2}+O(u^{-3})=L .
\label{eq:next}
\end{equation}

An explicit form follows by iteration. To lowest order $u\simeq L-2\ln L$, so $\ln u=\ln L-2(\ln L)/L+O[(\ln L)^2/L^2]$. Inserting this in \eqref{eq:next}, with $2/u\simeq2/L$, gives
\begin{equation}
u=L-2\ln L+\frac{4\ln L-2}{L}+O\!\left[\frac{(\ln L)^2}{L^2}\right].
\label{eq:explicit}
\end{equation}
In this model the median field tends to zero as $E_a/L$ when $r\to0$. There is no static threshold field.

\section{Second derivation: the last part of the ramp}

The same limit follows without special functions, because the hazard rises so steeply that the end of the ramp dominates. Near the median the logarithmic slope of the hazard is
\begin{equation}
\left.\frac{d\ln h}{dE}\right|_{E_m}=\frac{E_a}{E_m^2}=\frac1w,\qquad w=\frac{E_m^2}{E_a}=\frac{E_m}{u}.
\end{equation}
For large $u$ the hazard falls by about a factor $e$ when the field is lowered by $w$. Measure the distance below the median in this unit by writing $x=E_m-ws=E_m(1-s/u)$, with $0<s<u$. The exponent is then
\begin{equation}
\frac{E_a}{x}=\frac{u}{1-s/u}=\frac{u^2}{u-s}=u+s+\frac{s^2}{u-s}.
\end{equation}
The last equality is checked by multiplying out: $(u+s)(u-s)+s^2=u^2$. With $|dx|=w\,ds$, the median condition becomes
\begin{equation}
\frac{w\,e^{-u}}{r\tau_0}\,I(u)=\ln2,\qquad
I(u)=\int_0^u\exp\!\left[-s-\frac{s^2}{u-s}\right]ds .
\label{eq:local}
\end{equation}

Replacing the logarithm of the hazard by its tangent at $E_m$ means dropping $s^2/(u-s)$. Extending the upper limit to infinity then gives $I=1$. The cost of these two steps can be bounded. For $s<u/2$, the dropped term is at most $2s^2/u$, and $1-e^{-a}\le a$ for $a\ge0$. For $s>u/2$, the missing part is at most the whole weight $e^{-s}$. Hence
\begin{equation}
0<1-I(u)<\int_0^\infty\frac{2s^2}{u}e^{-s}ds+\int_{u/2}^\infty e^{-s}ds=\frac4u+e^{-u/2}.
\end{equation}
Thus $\ln I=O(1/u)$. Since $w=E_a/u^2$, equation \eqref{eq:local} reads $e^{-u}I/u^2=r\tau_0\ln2/E_a=e^{-L}$, and its logarithm is again \eqref{eq:result}. Comparison with \eqref{eq:log} shows that $I=J$.

To leading order the condition is
\begin{equation}
h(E_m)\,\frac{w}{r}=\ln2 .
\label{eq:dwell}
\end{equation}
The effective waiting time is $w/r$, the time spent in the last interval $w$. It is shorter than the whole ramp time $E_m/r$ by the factor $u$. Using the whole ramp time as the waiting time would give $u+\ln u=L$, which has the wrong coefficient of the logarithm.

\section{Consequences: rate dependence and width}

Both forms give $\Lambda(E_m)=we^{-u}J/(r\tau_0)$, while $\Lambda'(E_m)=e^{-u}/(r\tau_0)$. Their ratio is
\begin{equation}
\left.\frac{d\ln\Lambda}{dE}\right|_{E_m}=\frac1{Jw}.
\label{eq:slope}
\end{equation}
If $\ln r$ increases by a small amount at fixed $E_a$ and $\tau_0$, then $\Lambda$ at fixed field falls by the same logarithmic amount. The median must move by $Jw$ times that amount to restore $\ln2$. Therefore
\begin{equation}
\frac{d\ln E_m}{d\ln r}=\frac{Jw}{E_m}=\frac{J}{u}.
\label{eq:exponent}
\end{equation}
This is a local exponent that changes with rate, not a power law.

The density of switching fields at the median is $-S'=S\Lambda'$, or
\begin{equation}
f(E_m)=\frac{e^{-u}}{2r\tau_0}.
\end{equation}
The quartiles are at $\Lambda=\ln(4/3)$ and $\Lambda=\ln4$. Treating $\ln\Lambda$ as linear between them gives the quartile width $Jw\ln[\ln4/\ln(4/3)]\simeq1.57\,Jw$.

\section{A worked film}

Take a film 10 nm thick with $E_a=12$ MV/cm, $\tau_0=1$ ns and $r=10^4$ MV/(cm\,s). Then $r\tau_0=10^{-5}$ MV/cm and
\begin{equation}
L=\ln\frac{12}{10^{-5}\times0.6931}=14.364 .
\end{equation}
The exact equation gives $u=9.654$, so $E_m=12/9.654=1.243$ MV/cm, or $1.243\times10^8$ V/m. This is reached after 124 $\mu$s, at 1.24 V across the film.

The leading equation gives $v=9.800$ and a field of 1.225 MV/cm. This is 1.5\% below the exact median, within the bound of 2.1\% from \eqref{eq:error}. Keeping the term $2/u$ gives 1.246 MV/cm, and the explicit form \eqref{eq:explicit} gives 1.245 MV/cm. Using the whole ramp as the waiting time gives 1.009 MV/cm, about 19\% too low. Dropping the logarithm altogether gives 0.835 MV/cm.

As a check that does not use the integrated formula, 400\,001 regions were switched at random in small field steps with the hazard \eqref{eq:hazard}. Their median was 1.2429 MV/cm.

The interval $w=1.243/9.654=0.129$ MV/cm below the median supplies 73\% of the accumulated hazard. With $J=0.839$, the width estimate is $1.57\times0.839\times0.129=0.170$ MV/cm. The exact quartiles, 1.154 and 1.322 MV/cm, are 0.168 MV/cm apart. The local exponent is $0.839/9.654=0.087$.

The effect of ramp rate, with $E_a$ and $\tau_0$ held fixed, is as follows.
\begin{center}
\begin{tabular}{cccc}
$r$ [MV/(cm\,s)] & $u$ & $E_m$ [MV/cm] & $E_a/v$ [MV/cm]\\
$10^0$ & 17.72 & 0.677 & 0.674\\
$10^2$ & 13.62 & 0.881 & 0.874\\
$10^4$ & 9.65 & 1.243 & 1.225\\
$10^6$ & 5.93 & 2.022 & 1.957\\
$10^8$ & 2.69 & 4.456 & 4.035
\end{tabular}
\end{center}
The leading equation is 0.5\% low at the slowest rate and 9.5\% low at the fastest. In the opposite limit, $r\tau_0\gg E_a$, the integrand in \eqref{eq:Lambda} is close to one over most of the ramp and $E_m\simeq r\tau_0\ln2$. A film would break down first: for a rough breakdown field of 4 MV/cm, the median reaches it at $r\simeq6\times10^7$ MV/(cm\,s).

\section{What each derivation assumes}

Both derivations assume independent, identical regions, no back-switching and a hazard without memory. They differ in what they need to know about the hazard. The first uses \eqref{eq:hazard} at every field from zero to $E_m$. In return it gives an equation valid at any ramp rate and a simple error bound.

The leading result of the second needs the hazard and its logarithmic slope near the median, provided that lower fields contribute little. The integrand in \eqref{eq:local} is below $e^{-s}$, so fields more than $aw$ below the median supply less than a fraction $e^{-a}/J$ of the accumulated hazard. Suppose, as a severe case, that the hazard vanished below $E_m-w$ in the worked film. The missing 27\% would have to be made up at higher field, where the original $\Lambda$ equals $1.27\ln2$. By \eqref{eq:exponent}, the median would rise by about $0.087\ln1.27=0.02$, or 2\%. An excess of low-field hazard matters more. If the hazard below $E_m-w$ is doubled, the median falls by 2.6\%; if it is tripled, by 6\%. The median is thus insensitive here to a missing low-field hazard, but not to a large excess. An error in the slope near $E_m$, at a given hazard there, affects the width more than the median. For example, let $E_a$ be 25\% larger in the worked film, with $\tau_0$ adjusted to keep the hazard at the original median unchanged. The quartile interval then narrows by about 15\%, while the median rises by only 1.4\%.

\section{The model beside a real film}

The parameters are rough values in the regime of thin hafnium--zirconium oxide films, whose coercive fields are of order 1 MV/cm. The model median lies in that range, which is a matter of parameter choice and not evidence for the hazard law. The estimates below change one thing at a time and also use rough inputs.

Temperature shifts the median strongly. If $E_a$ varies as $1/T$ and $\tau_0$ is fixed, going from 300 K to 358 K lowers the median to 1.06 MV/cm, by 15\%.

An unscreened interface layer can change both the median and the width, by amounts that depend on the lateral size of the regions. A non-switching interface layer of thickness $d_i$ and permittivity $\epsilon_i$ can leave polarization charge unscreened, which adds a depolarizing field. For a film of thickness $d$ its scale is $P_rd_i/(d\epsilon_0\epsilon_i)=0.45$ MV/cm, with $P_r=20$ $\mu$C/cm$^2$, $d_i=0.5$ nm and $\epsilon_i=25$. If each region feels the average polarization of the film, which requires regions much narrower than the film is thick, this field assists the first regions to switch and opposes the last. In such a mean-field calculation with film permittivity 30 and no trapped charge, the quartile width grows from 0.17 to 0.56 MV/cm. The median of the nominal field, voltage divided by $d$, falls by 6\% to 1.17 MV/cm. Regions much wider than the film is thick feel mainly their own polarization charge. They stay independent, and each is assisted until it switches, with local field $(V/d+0.45\ \mathrm{MV/cm})/1.06$. In that limit the width is only 0.18 MV/cm, but the nominal median falls by 31\% to 0.86 MV/cm. Square regions 20 nm wide lie near this local limit, with a median of about 0.9 MV/cm and a width of 0.20 to 0.27 MV/cm, depending on whether the thickness-averaged or the mid-film field is used in the hazard. These are unscreened limiting cases, not predictions for a real film: when nearly all regions are polarized the same way, before or after switching, the field inside the layer would be of order 10 MV/cm in magnitude. That is above the rough breakdown field used earlier, and charge may tunnel through so thin a layer and screen part of the polarization. If only a quarter of the polarization charge stays unscreened, the mean-field calculation gives a width of 0.25 MV/cm and a median of 1.26 MV/cm, and the local limit gives 0.18 and 1.20 MV/cm.

A Gaussian spread of $E_a$ with a standard deviation of 10\% widens the quartile interval to 0.23 MV/cm but moves the median by less than 1\%. The 10\% is an assumed value; a spread of 30\% gives a width of 0.49 MV/cm. The linear dielectric charge brings the zero of total charge to 1.22 MV/cm, so even in this model a coercive field read from the charge loop is not quite $E_m$. In a device of 25 regions, the sample median scatters by 0.03 MV/cm rms from one ramp to the next. Trap-assisted leakage, imprint and fatigue are not included. The remaining small estimates are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Activation field Ea = 12.0 MV/cm; tau0 = 1.0 ns
Ramp rate r = 1.0e+04 MV/(cm s); thickness = 10 nm
L = 14.3643; exact u = 9.6543; J(u) = 0.8393 (no unit)
Exact median field = 1.2430 MV/cm
Exact median field = 1.2430e+08 V/m
Film voltage at median = 1.2430 V
Time from zero field to median = 124.30 us
Leading root v = 9.7997; field = 1.2245 MV/cm
Leading field too low by 1.48 %; bound 2.15 %
With 2/u term: u = 9.6274; field = 1.2464 MV/cm
Explicit logs: u = 9.6377; field = 1.2451 MV/cm
Wrong u + ln u = L: u = 11.8888; field = 1.0094 MV/cm
Wrong u = L: field = 0.8354 MV/cm
Quartile fields = 1.1542, 1.3223 MV/cm
Quartile width = 0.1680 MV/cm
Density at median = 3.2075 cm/MV
Local exponent d ln Em/d ln r = 0.08693; by difference 0.08693
Last interval Em^2/Ea = 0.1287 MV/cm; hazard share = 73.2 %
Random trials: 400001 regions, median = 1.2429 MV/cm
Rate equation: median = 1.2430 MV/cm
Next-order coefficient at L = 100: -3.847 (limit -4)
Ramp MV/(cm s) | u | exact MV/cm | leading MV/cm | error % | bound %
1e+00 | 17.723 | 0.6771 | 0.6736 | 0.52 | 0.64
1e+02 | 13.617 | 0.8812 | 0.8740 | 0.82 | 1.08
1e+04 | 9.654 | 1.2430 | 1.2245 | 1.48 | 2.15
1e+06 | 5.934 | 2.0221 | 1.9569 | 3.22 | 5.68
1e+08 | 2.693 | 4.4564 | 4.0348 | 9.46 | 27.58
Neglected effects (rough inputs):
Ea spread 10 %: median = 1.2330 MV/cm
Ea spread: quartile width = 0.2281 MV/cm
Ea ~ 1/T, 300 K to 358 K: median = 1.0578 MV/cm
Pr = 20 uC/cm2; film permittivity = 30
Dead layer = 0.5 nm, permittivity = 25
Dead layer: depolarizing term = 0.4518 MV/cm
Dead layer: nominal median field = 1.1666 MV/cm
Dead layer: quartile width = 0.5555 MV/cm
Zero of total charge at 1.2172 MV/cm
Switching current density at median = 1.283 A/cm2
Pad side 50 um, 100 ohm: field loss = 0.00321 MV/cm
Growth over 20 nm at 1 m/s: shift = 2.0e-04 MV/cm
25 regions: rms scatter of median = 0.0310 MV/cm
Tunnelling: barrier 2.0 eV, mass 0.3 m_e
Tunnelling: WKB exponent = 65.3; current < 1.7e-17 A/cm2
Rough breakdown field = 4.0 MV/cm; ratio to median = 3.22
Median reaches breakdown at r = 6.14e+07 MV/(cm s)
\end{verbatim}
